# Sampling error of a diagonal Onsager coefficient from collective displacements

## Problem

In a crystal with several species diffusing through a host lattice, the flux of species \(i\), in atoms per area and time, responds linearly to small forces:

\[
J_i=\sum_j L_{ij}F_j .
\]

Here \(F_j\) is the force on each atom of species \(j\), and fluxes are measured relative to the host lattice. An equilibrium simulation at temperature \(T\), in a periodic cell of volume \(V\), is cut into \(M\) segments of duration \(t\). For each segment one records the collective displacement

\[
\mathbf R_i=\sum_{a\in i}\Delta\mathbf r_a ,
\]

with atoms followed continuously across the cell boundaries. Assume that the segments are independent and that \(\mathbf R_i\) is an isotropic three-dimensional Gaussian vector of zero mean.

(a) How many segments give a relative standard error of one percent in \(L_{ii}\)? Does a larger number of atoms reduce this count?

(b) How does the count change for few hops, for overlapping segments, and for an off-diagonal coefficient?

(c) What does the requirement mean for carbon in austenite, the face-centred cubic phase of iron, at 1200 K?

## Solution

### From displacements to the coefficient

Apply a weak constant force \(F\) along \(x\) to species \(i\) alone, starting from equilibrium. Over a path, this force does work \(FR_{i,x}\). For dynamics obeying detailed balance, a path and its time reverse have probabilities in the ratio \(e^{FR_{i,x}/k_BT}\). Reversal changes the sign of every displacement, so the joint distribution of the collective displacements satisfies

\[
P(-\mathbf R_i,-\mathbf R_j)=e^{-FR_{i,x}/k_BT}P(\mathbf R_i,\mathbf R_j).
\]

The mean of an odd quantity is half the integral of that quantity times \(P(\mathbf R)-P(-\mathbf R)\). Hence

\[
\langle R_{j,x}\rangle_F
=\tfrac12\left\langle R_{j,x}\left(1-e^{-FR_{i,x}/k_BT}\right)\right\rangle_F
\simeq\frac{F}{2k_BT}\langle R_{j,x}R_{i,x}\rangle .
\]

The last step keeps first order in \(F\), so the remaining average is taken at equilibrium. The flux is \(\langle R_{j,x}\rangle_F/(Vt)\). Isotropy gives \(\langle R_{j,x}R_{i,x}\rangle=\langle\mathbf R_j\cdot\mathbf R_i\rangle/3\), and therefore

\[
L_{ji}=\frac{\langle\mathbf R_j\cdot\mathbf R_i\rangle}{6Vk_BTt},
\qquad
L_{ii}=\frac{\langle|\mathbf R_i|^2\rangle}{6Vk_BTt}.
\]

The segment must be long enough for this ratio to have reached its long-time value. Since \(V\), \(T\) and \(t\) are known, the relative error of \(L_{ii}\) is that of the mean of \(|\mathbf R_i|^2\).

### The count for a Gaussian vector

Drop the species index and let each component of \(\mathbf R\) have variance \(s\). The Gaussian density \(p\) obeys \(xp=-s\,dp/dx\). Integration by parts gives

\[
\langle x^4\rangle=\int x^3(xp)\,dx=s\int3x^2p\,dx=3s^2 .
\]

The square of \(|\mathbf R|^2=x^2+y^2+z^2\) contains three fourth powers and six ordered products of different squared components. Those components are independent, so

\[
\langle|\mathbf R|^4\rangle=3(3s^2)+6s^2=15s^2,
\qquad
\langle|\mathbf R|^2\rangle=3s .
\]

The variance is \(15s^2-9s^2=6s^2\), and the relative variance is

\[
v=\frac{6s^2}{(3s)^2}=\frac23 .
\]

Averaging \(M\) independent segments divides the variance by \(M\). For a relative standard error \(\epsilon\),

\[
\epsilon=\sqrt{\frac{2}{3M}},
\qquad
M=\frac{2}{3\epsilon^2}.
\]

At \(\epsilon=0.01\), \(M=6666.7\), so 6667 segments are needed, or roughly 6700. One standard error is not a guaranteed bound: the estimate falls within one percent of the true value with probability 68.3%. Making two standard errors equal to one percent would take four times as many segments.

As a test, 1000 synthetic measurements, each made of 6667 Gaussian vectors, had a relative standard deviation of 1.000%. That figure is itself uncertain by about 2% of its value, so its closeness to the target is partly luck.

All three components matter. If one axis alone is used, the relative variance is \((3s^2-s^2)/s^2=2\), and the count rises to 20000.

### Why more atoms do not help

If the atom number \(N\) is raised at fixed composition and density, \(s\) grows in proportion to \(N\) once the cell is large enough. The mean \(3s\) and the standard deviation \(\sqrt6\,s\) grow together, and their ratio stays fixed. However many atoms contribute, a segment supplies one collective vector, with three independent components.

A tracer diffusion coefficient behaves differently, because its estimator averages the separate squares \(|\Delta\mathbf r_a|^2\). For \(N\) independent atoms with Gaussian displacements, its relative variance is \(2/(3N)\). The collective square also contains the cross terms \(\Delta\mathbf r_a\cdot\Delta\mathbf r_b\). These carry the correlations that distinguish \(L_{ii}\) from a tracer coefficient, and their fluctuations do not average away as atoms are added. This conclusion concerns the square of the whole-cell displacement. An estimator that drops the cross terms between atoms starting far apart can have a smaller variance in a large cell, at the price of a bias that must be checked against the cutoff distance.

A lattice gas tests this contrast without imposing a Gaussian distribution. Solutes A and B hop between face-centred cubic sites, no site holds two atoms, and B attempts hops at half the rate of A. Both cells have the same composition, a quarter of the sites filled, and an average of 6 attempted hops per A atom in each segment. There are 12000 replicas with two successive segments each.

| A atoms | Collective \(v\) | Tracer \(v\) |
|---:|---:|---:|
| 12 | 0.698 | 0.0754 |
| 96 | 0.681 | 0.0096 |

With eight times as many atoms the tracer variance falls by a factor 7.88, while the collective variance changes by only \(-0.017\). Both collective values lie slightly above 2/3. The finite hop number treated next accounts for part of the excess, and the rest is comparable with the sampling error of about 0.01.

### Few hops

Suppose \(\mathbf R\) is a sum of \(K\) independent hops \(\mathbf l_a\) of length \(l\), with zero mean and isotropic second moments. Then

\[
|\mathbf R|^2=Kl^2+2\sum_{a<b}\mathbf l_a\cdot\mathbf l_b .
\]

At fixed \(K\) the first term is constant. Each product in the second has zero mean and mean square \(l^4/3\). Different products are uncorrelated, because at least one hop then appears once and averages to zero. There are \(K(K-1)/2\) pairs, so

\[
\mathrm{Var}\left(|\mathbf R|^2\,\middle|\,K\right)
=4\,\frac{K(K-1)}2\,\frac{l^4}{3}
=\frac23K(K-1)l^4 .
\]

Let \(K\) be Poisson distributed with mean \(m\), so that \(\langle K(K-1)\rangle=m^2\) and \(\mathrm{Var}\,K=m\). The total variance is the mean of the conditional variance plus the variance of the conditional mean \(Kl^2\):

\[
\mathrm{Var}|\mathbf R|^2=\left(\frac23m^2+m\right)l^4,
\qquad
v=\frac23+\frac1m .
\]

Here \(m\) counts the hops of all atoms of the species in one segment. Atom number therefore enters this model through \(m\), and its influence fades as \(m\) grows. At \(m=3\) the formula gives \(v=1\), which agrees with a test using the full probability distribution of hops on the face-centred cubic lattice. The count is then 10000.

The formula assumes independent hops. Site blocking makes the hop rate depend on the configuration, so in the lattice gas it is an approximation.

### Overlapping or correlated segments

One trajectory can be cut into windows that start at closely spaced times. Consider two windows of length \(t\) whose starts differ by \(ut\), with \(0\le u\le1\). If successive displacements are independent, the windows share a fraction \(1-u\) of their motion, so corresponding components \(x\) and \(y\) have covariance \(c=s(1-u)\).

Write \(y=(c/s)x+q\), where \(q\) is Gaussian and independent of \(x\). In \(y^2\), the term \(q^2\) is independent of \(x^2\), and the term linear in \(q\) has zero covariance with it. What remains is

\[
\mathrm{Cov}(x^2,y^2)=\frac{c^2}{s^2}\mathrm{Var}(x^2)=2c^2 .
\]

Since \(\mathrm{Var}(x^2)=2s^2\), the squared displacements have correlation \((1-u)^2\). For a trajectory of duration \(\mathcal T\gg t\), the continuous average over starting times has relative variance

\[
\frac23\,\frac{t}{\mathcal T}\int_{-1}^{1}(1-|u|)^2du
=\frac23\,\frac{t}{\mathcal T}\,\frac23 .
\]

Dense overlap thus reduces the required trajectory by a factor 2/3, to 4444 window lengths. Treating every overlapping window as independent would make the error estimate far too small. A direct calculation for a trajectory of 40 window lengths gives a factor 0.6794, close to the long-trajectory limit.

Memory in the dynamics can instead raise the count. If the squares from adjacent segments have correlation \(r\), and more distant segments have none, the variance of a long average is multiplied by \(1+2r\), because each segment has two neighbours. In the lattice gas \(r\) was 0.017 for the small cell and 0.005 for the large one, with a sampling error near \(1/\sqrt{12000}=0.009\). Neither value is clearly different from zero. Taken at face value, the larger one would raise the count by about 3%.

### An off-diagonal coefficient

Scale the components of \(\mathbf R_i\) and \(\mathbf R_j\) to unit variance, and let corresponding components have correlation \(\rho\). Write \(y=\rho x+\sqrt{1-\rho^2}\,q\), with \(q\) independent of \(x\) and of unit variance. Then

\[
xy=\rho x^2+\sqrt{1-\rho^2}\,xq .
\]

The mean is \(\rho\). The two terms are uncorrelated, with variances \(2\rho^2\) and \(1-\rho^2\), so the variance is \(1+\rho^2\). For three independent components,

\[
v_{ij}=\frac{3(1+\rho^2)}{(3\rho)^2}
=\frac13\left(1+\frac1{\rho^2}\right).
\]

At \(\rho=\pm1\) this returns 2/3. At \(\rho=0.1\) it gives 336667 segments for an error of one percent of \(L_{ij}\) itself. Weak coupling is costly because the mean becomes small while the fluctuations do not.

### Cases compared

Each count below is \(v/\epsilon^2\) for \(\epsilon=0.01\) and independent segments. The last two rows use the carbon example that follows.

| Estimated quantity | Segments |
|---|---:|
| Diagonal, isotropic Gaussian | 6667 |
| Diagonal, one axis used | 20000 |
| Diagonal, 3 hops per segment | 10000 |
| Off-diagonal, \(\rho=0.1\) | 336667 |
| Diagonal, carbon example | 6674 |
| Tracer, 160 carbon atoms | 49 |

### Carbon in austenite

Carbon occupies octahedral interstitial sites, one per iron atom. Take 4000 iron atoms, 160 carbon atoms, lattice parameter 0.36 nm, and a dilute carbon diffusivity \(D=1.0\times10^{-7}\ \mathrm{cm^2/s}\), which is \(10^7\ \mathrm{nm^2/s}\). Each segment lasts 10 ns. Carbon atoms block one another's sites but do not otherwise interact.

The hop length is \(l=0.36/\sqrt2=0.2546\) nm. For an isolated atom with hop rate \(\Gamma\), the mean square displacement \(\Gamma tl^2\) equals \(6Dt\), so

\[
\Gamma=\frac{6D}{l^2}
=\frac{6\times10^7}{(0.2546)^2}\ \mathrm{s^{-1}}
=9.26\times10^8\ \mathrm{s^{-1}} .
\]

With \(N\) carbon atoms on \(S\) sites, all arrangements are equally likely. A given neighbour site is then occupied with probability \((N-1)/(S-1)=159/3999=3.98\%\). The mean number of completed hops is

\[
m=160\,(9.26\times10^8)(10^{-8})(1-0.0398)\simeq1423 ,
\]

or 8.89 per carbon atom.

The collective mean square is \(ml^2\), even though blocking correlates individual atoms. To see this, let \(n_{\mathbf x}\) be 0 or 1 for an empty or filled site and \(\boldsymbol\delta\) a hop vector. The mean collective velocity in a given configuration is proportional to

\[
\sum_{\mathbf x,\boldsymbol\delta}\boldsymbol\delta\,
n_{\mathbf x}(1-n_{\mathbf x+\boldsymbol\delta}) .
\]

The part linear in \(n\) vanishes because the hop vectors sum to zero. In the quadratic part, exchanging the two sites of each pair reverses \(\boldsymbol\delta\), so its terms cancel in pairs. With no drift in any configuration, each new hop is on average uncorrelated with the earlier collective displacement, and the mean square grows by \(l^2\) per hop. A simulation of 16 atoms on 64 sites gave 1.0033 times this prediction.

For the carbon cell, \(ml^2=92.18\ \mathrm{nm^2}\). The volume is \(1000\times0.36^3=46.656\ \mathrm{nm^3}\) and \(k_BT=0.1034\) eV, so

\[
L=\frac{92.18}{6(46.656)(0.1034)(10^{-8})}
\simeq3.18\times10^8\ \mathrm{(eV\,nm\,s)^{-1}} .
\]

The hop correction changes the count from 6667 to \((2/3+1/1423)/10^{-4}\simeq6674\). The tracer count, with independent atoms and 8.89 hops each, is \((2/3+1/8.89)/(160\times10^{-4})\simeq49\).

The total time is \(6667\times10\ \mathrm{ns}=66.7\ \mathrm{\mu s}\). This means about \(9.5\times10^6\) hops in a hopping simulation, or \(6.7\times10^{10}\) molecular-dynamics steps of 1 fs. At fixed segment duration and composition, doubling the cell doubles the number of hops to be simulated without a useful gain in the precision of this estimator. The hop total reflects the choice of 10 ns segments and is not a minimum. It equals \(Mm=(2m/3+1)/\epsilon^2\), which falls towards \(10^4\) as the segments shorten. In this blocking model the mean square is \(ml^2\), so counting hops alone gives one percent after about \(10^4\) hops. Long segments are needed when successive hops are correlated, as they can be for interacting atoms.

Shorter segments save time until other errors appear. At 1 ns, \(m\simeq142\) and the count is about 6740, so the total time falls to about 6.7 µs. In molecular dynamics, however, the bias from thermal vibration described below becomes ten times larger relative to the diffusive signal.

### Reading the example against real steel

The temperature, diffusivity, carbon content and lattice parameter are rough values for the carbon-rich surface layer of a steel being carburized. Thermal expansion and dissolved carbon bring the real lattice parameter closer to 0.367 nm, which would lower \(L\) by about 6% at the same diffusivity. The least secure assumption is that carbon atoms interact through site blocking alone. In this cell 38.6% of them have at least one carbon neighbour if the arrangement is random, so an interaction between neighbours could change \(L\) strongly. Assessed diffusion data for austenite suggest a carbon mobility roughly twice the dilute value at this carbon content. The \(L\) above therefore illustrates the method and is not a prediction for real steel. The sampling count would stay near 6700 as long as the collective displacement remained Gaussian and the segments independent.

Three further effects shift the value obtained for \(L\) rather than the count:

- **Thermal vibration.** A carbon atom of mass \(m_C\), vibrating harmonically at a rough frequency of \(10^{13}\) Hz (angular frequency \(\omega\)), has positional variance \(k_BT/(m_C\omega^2)\) per component. Two independent end positions and three components add \(6k_BT/(m_C\omega^2)\) per atom to the mean square. For 10 ns segments this biases \(L\) by \(+0.22\%\), if different atoms vibrate independently.
- **Quantum barrier crossing.** For a parabolic barrier of the same frequency \(\nu\), averaging the transmission probability over thermal energies multiplies the classical rate by \((y/2)/\sin(y/2)\), where \(y=h\nu/k_BT\simeq0.40\). Taken alone, this factor raises \(L\) by 0.67% relative to classical dynamics. The correction grows roughly as \(\nu^2\) and would be 2.7% at \(2\times10^{13}\) Hz, so the rough frequency fixes only its order of magnitude. Zero-point energies in the well and at the saddle are not included and can be of similar size.
- **Reference frame.** A molecular-dynamics run with zero total momentum keeps the centre of mass fixed. If carbon moves by \(\mathbf R\) relative to the lattice, the whole system must then be shifted back by \(m_C\mathbf R/M_{\rm tot}\), where \(M_{\rm tot}\) is the total mass. Summed over \(N\) carbon atoms, the recorded displacement is \((1-w)\mathbf R\), where \(w=Nm_C/M_{\rm tot}\) is the carbon mass fraction. The coefficient is multiplied by \((1-w)^2\), a bias of \(-1.70\%\). Subtracting the mean iron displacement from each carbon displacement removes it.

The frame bias alone exceeds the one percent sampling target, and adding segments does not reduce it. The full set of values is in the numerical output.

## Computed results

```
target relative standard error: 1.0 %
relative variance, isotropic Gaussian: 0.6667
segments before rounding up: 6666.7
segments needed: 6667
relative variance, one axis only: 2.0000
segments needed, one axis only: 20000
error seen in 1000 synthetic repeats: 1.000 %
probability to lie within 1 %: 68.3 %
overlap factor, 40 window lengths: 0.6794
window lengths needed, dense overlap: 4444
off-diagonal correlation chosen: 0.10
off-diagonal segments needed: 336667
relative variance at 3 mean hops: 1.0000
lattice-gas replicas, two segments each: 12000
lattice-gas attempted hops per atom: 6.0
gas, 12 A atoms: collective rel. variance 0.698
gas, 12 A atoms: tracer rel. variance 0.07543
gas, 12 A atoms: segment correlation 0.017
gas, 96 A atoms: collective rel. variance 0.681
gas, 96 A atoms: tracer rel. variance 0.00958
gas, 96 A atoms: segment correlation 0.005
shift of collective variance with cell: -0.017
tracer variance ratio, small/large cell: 7.88
one-solute mean square, simulated/formula: 1.0033
temperature: 1200 K
thermal energy: 0.1034 eV
lattice parameter: 0.36 nm
dilute carbon diffusivity: 1.0e-07 cm2/s
iron atoms: 4000; carbon atoms: 160
cell volume: 46.656 nm3
hop length: 0.2546 nm
attempted hop rate per carbon: 9.259e+08 1/s
blocked share of neighbour sites: 3.98 %
segment duration: 10.0 ns
mean hops per carbon and segment: 8.89
mean hops of all carbon per segment: 1423
collective mean square: 92.18 nm2
Onsager coefficient L: 3.184e+08 1/(eV nm s)
segments with hop correction: 6673.7
tracer segments for the same error: 48.7
total trajectory time: 66.67 us
total hops to simulate: 9.484e+06
molecular-dynamics steps of 1 fs: 6.67e+10
vibration and barrier frequency: 1.0e+13 Hz
vibration bias in L: +0.22 %
parabolic-barrier quantum change in L: +0.67 %
centre-of-mass frame bias in L: -1.70 %
carbon atoms with a carbon neighbour: 38.6 %
```
